# Linear and exponential step-height decay in oxide polishing

## 1. Two kinds of decay

A patterned silicon dioxide surface with a step of 700 nm is polished under constant conditions. In the example worked out below, the step falls from 460 nm to 220 nm between 30 s and 60 s, a loss of 240 nm. Between 90 s and 120 s it falls from 66.6 nm to 20.1 nm, a loss of less than 47 nm, and by 150 s it is 6.0 nm. The last three values have a constant ratio: each is about 0.30 times the one before. Early on, equal times remove equal heights; later, equal times remove equal fractions. Nothing in the machine settings has changed. What has changed is that the pad now touches the trenches.

## 2. Surface, pad and removal law

Let raised areas ("tops") cover a fraction $\rho$ of the surface, with $0<\rho<1$, and let trenches cover the rest. Both levels are flat, at heights $z_u$ and $z_d$, and the step height is

$$h=z_u-z_d,\qquad h(0)=h_0. \tag{1}$$

The sidewalls are vertical, so $\rho$ stays constant while the step shrinks.

The pad presses with mean pressure $P$, averaged over tops and trenches. If $p_u$ and $p_d$ are the pressures on the two levels, the load balance is

$$\rho p_u+(1-\rho)p_d=P. \tag{2}$$

Removal follows Preston's law: the local rate is proportional to local pressure and to the sliding speed $V$,

$$R_u=k_pVp_u,\qquad R_d=k_pVp_d,\qquad K=k_pVP. \tag{3}$$

Here $k_p$ is the Preston coefficient, the same for all the oxide, and $K$ is the rate on an unpatterned (blanket) film at pressure $P$. Multiplying (2) by $k_pV$ gives

$$\rho R_u+(1-\rho)R_d=K. \tag{4}$$

The pattern redistributes removal between the levels but leaves its area average equal to $K$.

One more relation is needed, between pressure and height. The pad surface is modelled as independent linear springs whose free ends lie in a plane at height $s$. A spring over a surface at height $z$ is compressed by $z-s$ if this is positive, and otherwise does not touch:

$$p=k\,\max(z-s,\,0). \tag{5}$$

The stiffness $k$ is a pressure per unit compression. The springs push but cannot pull. The plane $s$ adjusts at every moment so that (2) holds; the pad is taken to respond instantly, both to the slow change of the surface and to the pattern sliding past it. The second condition is the demanding one: at 1 m/s a trench 50 µm wide passes a point of the pad in 50 µs.

## 3. Before contact: a constant rate

While the trenches are untouched, $p_d=0$. Equation (2) then gives $p_u=P/\rho$: the whole load rests on the tops. From (3),

$$R_u=\frac{K}{\rho},\qquad R_d=0. \tag{6}$$

Removal lowers each level, so $dz_u/dt=-R_u$ and $dz_d/dt=-R_d$. Subtracting,

$$\frac{dh}{dt}=-(R_u-R_d)=-\frac{K}{\rho}. \tag{7}$$

The right side does not contain $h$, and integration from $h_0$ gives

$$h(t)=h_0-\frac{Kt}{\rho}. \tag{8}$$

The stage is linear because $\rho$, and with it $p_u$, stays constant; Preston's law sets the slope $K/\rho$. The linear spring law is not needed, because without trench contact the load balance alone fixes $p_u$.

The spring law decides when the stage ends. The springs over the tops are compressed by $p_u/k=P/(\rho k)$, so their free plane lies that far below the tops. The trench floor meets this plane when the step equals the compression:

$$h_c=\frac{P}{\rho k}. \tag{9}$$

The contact height is therefore the depth by which the loaded pad is squeezed over the tops. A larger pressure, a softer pad or a smaller raised area each increases it, the other two quantities being fixed. Setting $h=h_c$ in (8) gives the contact time,

$$t_c=\frac{\rho(h_0-h_c)}{K}\qquad(h_0>h_c). \tag{10}$$

## 4. After contact: a constant relative rate

When both levels touch, (5) gives $p_u=k(z_u-s)$ and $p_d=k(z_d-s)$. The unknown $s$ cancels in the difference:

$$p_u-p_d=kh. \tag{11}$$

Put $p_u=p_d+kh$ into (2):

$$\rho p_d+\rho kh+(1-\rho)p_d=P .$$

The terms in $p_d$ add to $p_d$ itself, so

$$p_d=P-\rho kh,\qquad p_u=P+(1-\rho)kh. \tag{12}$$

The second result follows by adding $kh$ to the first. Contact requires $p_d\ge0$, or $h\le P/(\rho k)$, which is the same threshold as (9). Once contact has been made, $h$ decreases and the condition continues to hold.

The step now shrinks at the rate

$$\frac{dh}{dt}=-k_pV(p_u-p_d)=-k_pVk\,h. \tag{13}$$

Define

$$\tau=\frac{1}{k_pVk}=\frac{P}{kK}, \tag{14}$$

where the second form uses $k_pV=K/P$. Equation (13) becomes $dh/h=-dt/\tau$. Integrating from $t_c$, where $h=h_c$, gives $\ln(h/h_c)=-(t-t_c)/\tau$, and hence

$$h(t)=h_c\,e^{-(t-t_c)/\tau}\qquad(t\ge t_c). \tag{15}$$

The exponential arises because the driving pressure difference is proportional to the step that remains.

## 5. What matching fixes

Suppose that the late form is already known to be exponential, $h=A\,e^{-(t-t_c)/\tau}$, with $A$ and $\tau$ unknown. Continuity of height at $t_c$ requires $A=h_c$. The rate from the exponential at that moment is $-A/\tau=-h_c/\tau$, and the rate from (7) is $-K/\rho$. Equating them,

$$\frac{h_c}{\tau}=\frac{K}{\rho}\quad\Longrightarrow\quad \tau=\frac{\rho h_c}{K}. \tag{16}$$

Substituting (9) gives $\tau=P/(kK)$, in agreement with (14). The rate has to be continuous in this model because the trench pressure in (12) rises from zero without a jump.

The second derivative does jump. It is zero in the linear stage, while differentiating (15) twice gives $h_c/\tau^2$ just after contact. The curve has no corner, but its curvature starts abruptly.

Although $\rho$ appears in (16), it cancels against the $1/\rho$ in $h_c$. At fixed $k$ and $k_pV$, the decay time depends on neither density nor pressure. If $h_c$ were instead held fixed while $\rho$ varied at constant $P$ and $K$, (16) would give $\tau\propto\rho$, but by (9) that comparison involves a different pad stiffness for each density.

Matching does not prove that the decay is exponential. Consider a pad with $p=k_2\delta^2$, where $\delta$ is the compression. Before contact the tops carry $P/\rho$, so $h_c^2=P/(\rho k_2)$. Height and rate are again continuous, and the relative decay rate at contact is

$$\left.-\frac{1}{h}\frac{dh}{dt}\right|_{h_c}=\frac{K}{\rho h_c}. \tag{17}$$

For a nearly flat surface the compression is close to $\delta_0=\sqrt{P/k_2}=\sqrt{\rho}\,h_c$. To first order in $h$, the pressure difference is $2k_2\delta_0h$. Multiplying by $K/P$, dividing by $h$, and using $k_2=P/\delta_0^2$,

$$-\frac{1}{h}\frac{dh}{dt}\to\frac{2K}{\delta_0}=\frac{2K}{\sqrt{\rho}\,h_c}. \tag{18}$$

The ratio of (18) to (17) is $2\sqrt{\rho}$. At $\rho=0.5$ it is 1.41, which a numerical solution of the load balance for this pad reproduces. The relative rate changes during the decay, so no single exponential describes it. The linear pad law is what supplies (15).

## 6. Small initial steps

If $h_0\le h_c$, the pad touches both levels from the beginning and there is no linear stage. Equation (13) applies at once:

$$h(t)=h_0e^{-t/\tau}\qquad(h_0\le h_c). \tag{19}$$

The initial rate is $h_0/\tau$, which is smaller than $K/\rho$ unless $h_0=h_c$. Rate matching then has no role, but $\tau$ is still given by (14).

A very stiff pad is the opposite limit. As $k\to\infty$, both $h_c$ and $\tau$ tend to zero, and the linear stage runs until the step vanishes at $t=\rho h_0/K$. The trenches lose no oxide on the way.

## 7. Oxide consumed in reaching a target

Let $U$ and $D$ be the thicknesses removed from tops and trenches. The change of step requires $U-D=h_0-h$, and integrating (4) gives $\rho U+(1-\rho)D=Kt$. Substituting $D=U-(h_0-h)$ in the second relation,

$$U-(1-\rho)(h_0-h)=Kt,$$

so that

$$U=Kt+(1-\rho)(h_0-h),\qquad D=Kt-\rho(h_0-h). \tag{20}$$

These hold in both stages. Before contact, $\rho(h_0-h)=Kt$ by (8), and $D$ is zero as it should be.

For a target $h_f<h_c<h_0$, solving (15) for time gives

$$t_f=t_c+\tau\ln\frac{h_c}{h_f}. \tag{21}$$

With (10) and (16), the mean thickness removed by then is

$$Kt_f=\rho\left[h_0-h_c+h_c\ln\frac{h_c}{h_f}\right]. \tag{22}$$

Its derivative with respect to $h_c$, at fixed $\rho$, $h_0$ and $h_f$, is

$$\rho\left[-1+\ln\frac{h_c}{h_f}+1\right]=\rho\ln\frac{h_c}{h_f}>0. \tag{23}$$

Within this model a lower contact height therefore saves oxide. It can be obtained with a stiffer pad or with a lower pressure. Lower pressure also reduces $K$, and at fixed $k$ and $k_pV$ it lengthens the time to target as long as $h_c<h_0$. Both savings depend on the pad law. For the asperity pad considered in Section 10, with a fixed spread of asperity heights, neither a lower pressure nor a stiffer pad material saves oxide, as long as only the taller asperities are in contact.

## 8. Worked example

Take $P=30$ kPa (4.35 psi), $V=1$ m/s, $K=4$ nm/s (240 nm/min), $k=0.3$ kPa/nm, $\rho=0.5$ and $h_0=700$ nm. The target is $h_f=10$ nm. From (9), (10) and (14),

$$h_c=\frac{30}{0.5\times0.3}=200\ \text{nm},$$

$$t_c=\frac{0.5\times(700-200)}{4}=62.5\ \text{s},\qquad \tau=\frac{30}{0.3\times4}=25\ \text{s}.$$

Before contact the step falls at $4/0.5=8$ nm/s. Just after contact the exponential gives $200/25=8$ nm/s, as matching requires. The curvature jumps from zero to $200/25^2=0.32$ nm/s². The constant ratio noted at the start is $e^{-30/25}=0.30$.

The time to target is

$$t_f=62.5+25\ln\frac{200}{10}=137.4\ \text{s}=2.29\ \text{min}.$$

More than half of this time is spent on the last 200 nm. The mean removal is 549.6 nm. By (20), the tops lose $549.6+0.5\times690=894.6$ nm and the trenches lose $549.6-0.5\times690=204.6$ nm. These losses occur at different places and do not add. The film deposited over the tops must exceed 894.6 nm by the thickness that is to remain there, and the film in the trenches must likewise exceed 204.6 nm.

These formulas were compared with a direct numerical solution in which 20 surface cells rest on the one-sided springs of (5) and each cell is lowered by Preston's law in time steps of 0.1 s. The runs covered densities 0.3, 0.5 and 0.7 at 30 kPa, a doubled pressure at density 0.5, and an initial step of 100 nm at density 0.5 and 30 kPa. The largest difference in step height was 0.0008 nm. The contact heights for the three densities are 333, 200 and 143 nm, yet the decay time found from the solution is 25.00 s in all five runs, as (14) predicts for fixed $k$ and $k_pV$.

## 9. A flat neighbourhood is not a flat wafer

Consider two distant regions with densities $\rho_1<\rho_2$, the same initial top height and the same initial step. Suppose that each carries the same mean pressure $P$. This means that the pad and wafer support can follow height differences between the regions without an appreciable change of load. By (20), the first region's tops lose more than the second's by

$$U_1-U_2=(1-\rho_1)(h_0-h_1)-(1-\rho_2)(h_0-h_2). \tag{24}$$

The common term $Kt$ has cancelled. When both local steps have decayed,

$$U_1-U_2\to(\rho_2-\rho_1)h_0. \tag{25}$$

The denser region stays higher, and further polishing under the same assumption does not remove the difference. For densities 0.3 and 0.7 the limit is $0.4\times700=280$ nm. At 160 s the numerical solution gives 282.4 nm; the small excess comes from the local steps that still remain in (24). Where equal loading holds, a local target of 10 nm can thus coexist with a height difference of hundreds of nanometres between regions. A stiff pad need not follow such differences freely. For the elastic half-space of Section 10, following a sinusoidal height difference of 280 nm from peak to valley over a period of 10 mm would take a pressure amplitude of about 13 kPa, which is not small beside 30 kPa. That figure is only a guide, because a real pad is thinner than this period: a rigid backing raises the pressure, and a soft subpad can lower it several-fold. Any such change of pressure puts more load on the higher, denser region and so works against the difference. For regions on one die the limit (25) therefore overestimates the lasting difference, by an amount that depends on how the pad is backed and on how long polishing continues. If the two regions are close enough to share one pad plane, equal loading fails and the difference also decays.

## 10. The real process and the neglected effects

The example lies in the regime of interlevel silicon dioxide polished with silica slurry on a polyurethane pad. Its pressure, speed and removal rate are rough typical values. The stiffness $k$ is an effective property of the rough pad surface, varies with pad condition, and is the least certain input. The estimates below measure the sensitivity of the model; they are not observations.

**Asperity heights.** A real pad touches through asperities of unequal height. If their heights have an exponential distribution of decay length $\lambda$, moving the pad closer by $\delta$ multiplies the number of asperities at each compression, and therefore the pressure, by $e^{\delta/\lambda}$. This holds while only the upper tail of the distribution is in contact, so that the shortest asperities stay clear even of the tops. Thus $p_u=p_de^{h/\lambda}$, and (2) gives $p_d=P/(\rho e^{h/\lambda}+1-\rho)$. The step obeys

$$\frac{dh}{dt}=-K\,\frac{e^{h/\lambda}-1}{\rho e^{h/\lambda}+1-\rho}. \tag{26}$$

For $h\ll\lambda$ this becomes $-Kh/\lambda$, so $\lambda=P/k=100$ nm gives the same late decay time as before. This is a fitted length, not a measured roughness: pad surfaces are typically rough on the scale of micrometres, and $\lambda=1$ µm in (26) would give a late decay time of 250 s and, for a step of 700 nm, no linear stage. For $h\gg\lambda$ it becomes $-K/\rho$. If $h_0\gg\lambda$, the two regimes survive, but the sharp contact point does not: with $\lambda=100$ nm and $h=200$ nm the trenches already polish at 0.95 nm/s instead of zero. Integrating (26) to the target gives 145.0 s, about 6% longer than the sharp-contact result.

The dependence on pressure changes more. At fixed $\lambda$ the late decay time is $\lambda/K$, which is inversely proportional to pressure. Since (26) contains pressure only through the factor $K$, the mean removal $Kt$ needed to reach the target, 580 nm here, is the same at every pressure. The stiffness of the pad material does not appear in (26) either: it multiplies the pressure on both levels by the same factor, which the load balance removes. Both statements need the tail condition, which a small $\lambda$ can break. For Hertzian asperities of radius 50 µm, $2\times10^8$ per m², a plane-strain modulus of 300 MPa and $\lambda=100$ nm, all asperities touch at about 24 kPa, and the mean removal becomes about 604 nm at 30 kPa, 754 nm at 60 kPa, and 665 nm at 30 kPa with a 30% softer material. The limiting pressure grows as $\lambda^{3/2}$, so micrometre roughness meets the condition easily. A decay time independent of pressure, and oxide saved by gentler polishing or by a stiffer pad material, thus depend on the pad law and should not be assumed for a real pad.

**Pad temperature.** Friction warms the pad and softens it. As a rough case, let 20 K of warming reduce $k$ by 30% while $K$ is held fixed. Then $h_c=285.7$ nm and $\tau=35.7$ s, and the time to target rises to 171.5 s. This is an increase of 25% over the 137.4 s found with the original stiffness. It applies to the linear pad; for the asperity pad of (26), softening at fixed $\lambda$ and $K$ would not change the time.

**Bending of the bulk pad.** The springs ignore the elastic body behind them. For a half-space with plane-strain modulus $E^*=E/(1-\nu^2)$, a surface pressure $p_0\cos qx$ produces, with compression positive and depth $z$, the stresses

$$\sigma_{zz}=p_0(1+qz)e^{-qz}\cos qx,\quad \sigma_{xx}=p_0(1-qz)e^{-qz}\cos qx. \tag{27}$$

The vertical strain is $[\sigma_{zz}-\nu\sigma_{xx}/(1-\nu)]/E^*$. Over all depths, $(1+qz)e^{-qz}$ integrates to $2/q$ and $(1-qz)e^{-qz}$ to zero, so the surface displacement is $2p_0\cos(qx)/(E^*q)$. Summing this response over the Fourier components of a pressure $P/\rho$ on parallel lines, with $E^*=300$ MPa and a pitch of 100 µm, gives a mean sag into the trenches of 5.4 nm relative to the lines. This mean is under 3% of $h_c$. The sag is largest at the trench centre, so contact begins there at a step of about 206 nm and reaches the trench edges at about 203 nm. At fixed density the sag is proportional to pitch, because $q$ is inversely proportional to it, and would equal $h_c$ at a pitch of a few millimetres. That is only an order of magnitude, since a pad of finite thickness is no half-space on such a scale. The purely local spring model becomes inaccurate well below that pitch: at 1 mm the same proportionality already gives a sag of 54 nm, more than a quarter of $h_c$.

**Removal law and sidewalls.** If the rate varies as $p^{0.9}$, with the blanket rate at 30 kPa held fixed, the tops polish at $K\rho^{-0.9}$ before contact and $t_c$ becomes 67.0 s instead of 62.5 s. The decay after contact is then no longer a single exponential. Sidewalls at 80° to the horizontal widen the lines towards their base and change $\rho$ by 0.0025 over the full step at this pitch, which is 0.5% of its value. For much narrower lines the constant-density assumption would need to be re-examined.

## Values computed for the example and the checks

```
Mean pressure P: 30.0 kPa = 4.35 psi
Speed V: 1.0 m/s
Blanket rate K: 4.00 nm/s = 240 nm/min
Preston coefficient: 1.333e-13 1/Pa
Pad stiffness k: 0.30 kPa/nm
Raised area fraction: 0.50
Initial step h0: 700 nm; target step: 10 nm
Contact height hc: 200.0 nm
Contact time tc: 62.50 s
Decay time tau: 25.00 s
Step rate before contact K/rho: 8.00 nm/s
Solver step rate just above contact: 8.0000 nm/s
Solver step rate just below contact: 8.0000 nm/s
Curvature of h(t) just after contact: 0.320 nm/s^2
Time to target, formula: 137.39 s = 2.29 min
Time to target, simulation: 137.39 s
Mean oxide removed at target: 549.6 nm
Removed from tops at target: 894.6 nm
Removed from trenches at target: 204.6 nm
Step at 30 s: formula 460.00 nm, simulation 460.00 nm
Step at 60 s: formula 220.00 nm, simulation 220.00 nm
Step at 90 s: formula 66.57 nm, simulation 66.57 nm
Step at 120 s: formula 20.05 nm, simulation 20.05 nm
Step at 150 s: formula 6.04 nm, simulation 6.04 nm
Simulated cases (hc from formula, touch and tau from simulation):
  rho 0.3, P 30 kPa, h0 700 nm: hc 333.3 nm, touch 27.6 s, tau 25.00 s
  rho 0.5, P 30 kPa, h0 700 nm: hc 200.0 nm, touch 62.6 s, tau 25.00 s
  rho 0.7, P 30 kPa, h0 700 nm: hc 142.9 nm, touch 97.6 s, tau 25.00 s
  rho 0.5, P 60 kPa, h0 700 nm: hc 400.0 nm, touch 18.8 s, tau 25.00 s
  rho 0.5, P 30 kPa, h0 100 nm: hc 200.0 nm, touch 0.0 s, tau 25.00 s
Largest formula-simulation difference in h: 0.0008 nm
Square-law pad, late/contact relative rate: 1.414
Top height gap, rho 0.3 and 0.7, at 160 s: 282.4 nm
Top height gap, long-time limit: 280.0 nm
Asperity length P/k: 100.0 nm
Asperity spread, time to target: 145.0 s
Asperity spread, trench rate at hc: 0.95 nm/s
Pad plane-strain modulus: 300 MPa
Pattern pitch: 100 um
Bulk pad sag into trenches: 5.43 nm
Pitch at which sag equals hc: 3.68 mm
Softer pad, stiffness factor: 0.70
Softer pad: hc 285.7 nm, tau 35.7 s
Softer pad, time to target: 171.5 s
Preston exponent 0.9, contact time: 67.0 s
Sidewall angle: 80 degrees
Sidewall change of area fraction: 0.0025
```
